# Coupled Hartree-Fock Polarizability from One Occupied and One Virtual Orbital: a numerical check

```python
"""
Result under test: a closed shell with one doubly occupied real orbital i and
one virtual real orbital a has the static Hartree-Fock polarizability
    alpha = 4 mu^2 / (D + 3K - J),
mu = <i|x|a>, D = orbital-energy gap, J = (ii|aa), K = (ia|ia).
An electron in field F has the extra energy +F x. Molecular hydrogen is treated
in atomic units; the model bond in eV and nm, with dipoles in e nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh, expm
from pyscf import gto


def coulomb_exchange(density, eri):
    coulomb = np.einsum('pqrs,sr->pq', eri, density)
    exchange = np.einsum('prsq,rs->pq', eri, density)
    return coulomb, exchange


def solve_hf(h, eri):
    """Self-consistent closed-shell pair in an orthonormal basis."""
    c = eigh(h)[1][:, 0]
    for _ in range(150):
        coulomb, exchange = coulomb_exchange(np.outer(c, c), eri)
        energies, orbitals = eigh(h + 2 * coulomb - exchange)
        c = orbitals[:, 0]
    return energies, orbitals


def slope(function, step):
    """First derivative at zero, central differences with extrapolation."""
    def central(s):
        return (function(s) - function(-s)) / (2 * s)
    return (4 * central(step) - central(2 * step)) / 3


def finite_field_alpha(h, eri, x, step):
    def dipole(field):
        c = solve_hf(h + field * x, eri)[1][:, 0]
        return -2 * c @ x @ c
    return slope(dipole, step)


def hydrogen(basis):
    mol = gto.M(atom='H 0 0 -0.7; H 0 0 0.7', unit='Bohr',
                basis=basis, verbose=0)
    s, v = eigh(mol.intor('int1e_ovlp'))
    to_orth = v @ np.diag(s ** -0.5) @ v.T
    h = to_orth @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ to_orth
    r = [to_orth @ m @ to_orth for m in mol.intor('int1e_r')]
    eri = np.einsum('pqrs,pi,qj,rk,sl->ijkl', mol.intor('int2e'),
                    to_orth, to_orth, to_orth, to_orth, optimize=True)
    return h, eri, r


def check_two_orbitals(h, eri, x):
    """Compare finite-field and finite-rotation results with the formulas."""
    energies, orb = solve_hf(h, eri)
    hm, xm = orb.T @ h @ orb, orb.T @ x @ orb
    em = np.einsum('pqrs,pi,qj,rk,sl->ijkl', eri, orb, orb, orb, orb,
                   optimize=True)
    D = energies[1] - energies[0]
    J, K, mu = em[0, 0, 1, 1], em[0, 1, 0, 1], xm[0, 1]
    stiffness = D + 3 * K - J
    alpha = 4 * mu ** 2 / stiffness
    step = 1e-3 * stiffness / abs(mu)

    alpha_field = finite_field_alpha(h, eri, x, step)
    assert abs(alpha_field / alpha - 1) < 1e-6
    # the uncoupled expression must be distinguishable from the coupled one
    assert abs(alpha_field / (4 * mu ** 2 / D) - 1) > 0.01

    def mixing(field):
        c = orb.T @ solve_hf(h + field * x, eri)[1][:, 0]
        return c[1] / c[0]
    assert abs(slope(mixing, step) / (-mu / stiffness) - 1) < 1e-6

    def rotated(angle):
        return np.array([np.cos(angle), np.sin(angle)])

    def coulomb_element(angle):
        u = rotated(angle)
        return 2 * coulomb_exchange(np.outer(u, u), em)[0][0, 1]

    def exchange_element(angle):
        u = rotated(angle)
        return -coulomb_exchange(np.outer(u, u), em)[1][0, 1]
    assert abs(slope(coulomb_element, 1e-3) - 4 * K) < 1e-7
    assert abs(slope(exchange_element, 1e-3) + J + K) < 1e-7

    def energy(angle_up, angle_down):
        u, v = rotated(angle_up), rotated(angle_down)
        return (u @ hm @ u + v @ hm @ v
                + np.einsum('pqrs,p,q,r,s', em, u, u, v, v))
    s = 1e-3
    same = (energy(s, s) + energy(-s, -s) - 2 * energy(0, 0)) / s ** 2
    opposite = (energy(s, -s) + energy(-s, s) - 2 * energy(0, 0)) / s ** 2
    # tolerance covers the s^2 truncation error of the second difference
    assert abs(same - 4 * stiffness) < 1e-5 * (abs(D) + J + K) * 4
    assert abs(opposite - 4 * (D - J - K)) < 1e-5 * (abs(D) + J + K) * 4
    return dict(D=D, J=J, K=K, mu=abs(mu), stiff=stiffness, alpha=alpha,
                field=alpha_field, hm=hm, xm=xm, em=em, step=step)


# ---- molecular hydrogen: symmetric, then polarized by a strong field ----
h_small, eri_small, r_small = hydrogen('sto-3g')
h2 = check_two_orbitals(h_small, eri_small, r_small[2])
bias_field = 0.05
biased = check_two_orbitals(h_small + bias_field * r_small[2], eri_small,
                            r_small[2])
h_big, eri_big, r_big = hydrogen('aug-cc-pvdz')
alpha_long = finite_field_alpha(h_big, eri_big, r_big[2], 1e-3)
alpha_trans = finite_field_alpha(h_big, eri_big, r_big[0], 1e-3)

# ---- model bond: two sites, round parameters ----
d, t, U, V = 0.12, 3.0, 12.0, 8.0           # nm, eV, eV, eV
h_site = np.array([[0.0, -t], [-t, 0.0]])
eri_site = np.zeros((2, 2, 2, 2))
eri_site[0, 0, 0, 0] = eri_site[1, 1, 1, 1] = U
eri_site[0, 0, 1, 1] = eri_site[1, 1, 0, 0] = V
x_site = np.diag([-d / 2, d / 2])
bond = check_two_orbitals(h_site, eri_site, x_site)
D, J, K, mu = (bond[name] for name in ('D', 'J', 'K', 'mu'))
assert abs(D - (2 * t + V)) < 1e-10
assert abs(J - (U + V) / 2) < 1e-10 and abs(K - (U - V) / 2) < 1e-10
assert abs(bond['field'] / (d ** 2 / (2 * t + U - V)) - 1) < 1e-6
assert D - J - K > 0

# ---- dynamic response: propagate the orbital after a weak kick ----
a_minus_b = D + K - J
resonance = np.sqrt(bond['stiff'] * a_minus_b)
kick = 1e-4 / mu
start = expm(-1j * kick * bond['xm'])[:, 0]


def orbital_motion(time, c):
    coulomb, exchange = coulomb_exchange(np.outer(c, c.conj()), bond['em'])
    return -1j * (bond['hm'] + 2 * coulomb - exchange) @ c


times = np.linspace(0, 3, 61)               # hbar/eV
path = solve_ivp(orbital_motion, (0, 3), start, method='DOP853',
                 t_eval=times, rtol=1e-10, atol=1e-13)
assert path.success
moving_dipole = -2 * np.einsum('pt,pq,qt->t', path.y.conj(), bond['xm'],
                               path.y).real
amplitude = kick * 4 * mu ** 2 * a_minus_b / resonance
assert np.max(np.abs(moving_dipole - amplitude * np.sin(resonance * times))
              ) < 1e-4 * amplitude

# ---- correlation: all two-electron configurations of the two orbitals ----
one = np.eye(2)
H_pair = (np.kron(bond['hm'], one) + np.kron(one, bond['hm'])
          + bond['em'].transpose(0, 2, 1, 3).reshape(4, 4))
X_pair = np.kron(bond['xm'], one) + np.kron(one, bond['xm'])
levels = np.linalg.eigvalsh(H_pair)
f = bond['step']
alpha_ci = -(np.linalg.eigvalsh(H_pair + f * X_pair)[0]
             + np.linalg.eigvalsh(H_pair - f * X_pair)[0]
             - 2 * levels[0]) / f ** 2
w, v = eigh(np.array([[0, K], [K, 2 * (D - J + K)]]))
ci_formula = 4 * mu ** 2 * (v[0, 0] + v[1, 0]) ** 2 / (D + 2 * K - J - w[0])
assert abs(alpha_ci / ci_formula - 1) < 1e-4

# ---- film: orientation average and Lorentz local field ----
coulomb_const = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # eV nm
bonds_per_nm3 = 80.0


def dielectric(mean_volume):
    y = 4 * np.pi / 3 * bonds_per_nm3 * mean_volume
    return (1 + 2 * y) / (1 - y)


volume = coulomb_const * bond['alpha']
k_model = dielectric(volume / 3)

# Tangential dipole sum in a cubic-lattice slab, spacing one; the part of each
# layer outside the cutoff radius is replaced by its continuum integral.
cutoff = 200
gx, gy = np.meshgrid(np.arange(-cutoff, cutoff + 1),
                     np.arange(-cutoff, cutoff + 1))
rho2 = (gx ** 2 + gy ** 2).astype(float)
lattice_sum = 0.0
for height in range(-3, 4):
    dist2 = rho2 + height ** 2
    keep = (rho2 <= cutoff ** 2) & (dist2 > 0)
    lattice_sum += np.sum((3 * gx[keep] ** 2 - dist2[keep])
                          / dist2[keep] ** 2.5) + np.pi / cutoff
packed = bonds_per_nm3 * volume / 3
k_lattice = 1 + 4 * np.pi * packed / (1 - packed * lattice_sum)
assert abs(k_lattice - k_model) < 1e-3

# ---- sizes of neglected effects ----
photon = const.h * const.c / (633e-9 * const.e)
dispersion = resonance ** 2 / (resonance ** 2 - photon ** 2)
trans_ratio = alpha_trans / alpha_long
reduced_mass = 28.09 * 16.00 / (28.09 + 16.00) * const.atomic_mass


def vibration_volume(wavenumber, charge=1.0):
    omega = 2 * np.pi * const.c * wavenumber * 100
    spring = reduced_mass * omega ** 2 / const.e * 1e-18        # eV/nm^2
    return coulomb_const * charge ** 2 / spring


stretch, bend = vibration_volume(1050.0), vibration_volume(450.0)
polar_fraction = 0.5
k_vibration = dielectric((volume + polar_fraction * (stretch + bend)) / 3)
applied = 5.0                                # MV/cm
local = applied * 0.1 * (k_model + 2) / 3    # V/nm
c_local = solve_hf(h_site + local * x_site, eri_site)[1][:, 0]
nonlinear = -2 * c_local @ x_site @ c_local / local / bond['alpha'] - 1
temperature = 400.0
kT = const.k * temperature / const.e
log_thermal = np.log10(3) - (levels[1] - levels[0]) / kT / np.log(10)
bohr_nm = const.physical_constants['Bohr radius'][0] * 1e9

print('H2, bond length 1.4 bohr, STO-3G, atomic units')
for name in ('D', 'J', 'K', 'mu', 'stiff'):
    label = 'D+3K-J' if name == 'stiff' else name
    print(f'  {label} = {h2[name]:.5f} a.u.')
print(f"  alpha, formula = {h2['alpha']:.5f} a.u.")
print(f"  alpha, finite field = {h2['field']:.5f} a.u.")
print(f"  alpha, uncoupled = {4 * h2['mu']**2 / h2['D']:.5f} a.u.")
print(f'  symmetry-breaking field = {bias_field:.2f} a.u.')
print(f"  alpha in that field, formula = {biased['alpha']:.5f} a.u.")
print(f"  alpha in that field, finite diff. = {biased['field']:.5f} a.u.")
print(f'  HF/aug-cc-pVDZ alpha along bond = {alpha_long:.3f} a.u.')
print(f'  HF/aug-cc-pVDZ alpha across bond = {alpha_trans:.3f} a.u.')
print('Model bond of an organosilicate film')
print(f'  d = {d:.2f} nm; t, U, V = {t:.1f}, {U:.1f}, {V:.1f} eV')
print(f'  D, J, K = {D:.3f}, {J:.3f}, {K:.3f} eV')
print(f"  mu = {mu:.4f} e nm; D+3K-J = {bond['stiff']:.3f} eV")
print(f'  spin-polarization stiffness D-J-K = {D - J - K:.3f} eV')
print(f"  alpha = {bond['alpha']:.6f} e^2 nm^2/eV")
print(f'  e^2/(4 pi eps0) = {coulomb_const:.5f} eV nm')
print(f'  alpha volume along bond = {volume:.6f} nm^3')
print(f'  the same = {volume / bohr_nm**3:.3f} a.u.')
print(f'  uncoupled alpha volume = {coulomb_const*4*mu**2/D:.6f} nm^3')
print(f'  orientation average = {volume / 3:.6f} nm^3')
print(f'  bond density = {bonds_per_nm3:.0f} nm^-3')
print(f'  electronic k = {k_model:.3f} (dimensionless)')
print(f'  k from lattice dipole sum = {k_lattice:.3f} (dimensionless)')
print('Neglected effects')
print(f"  CI alpha / HF alpha = {alpha_ci / bond['alpha']:.4f}")
print(f'  k with CI alpha = {dielectric(coulomb_const*alpha_ci/3):.3f}')
print(f'  A-B = {a_minus_b:.3f} eV; resonance = {resonance:.3f} eV')
print(f'  photon energy at 633 nm = {photon:.3f} eV')
print(f'  alpha(633 nm)/alpha(0) = {dispersion:.4f}')
print(f'  k at 633 nm = {dielectric(volume * dispersion / 3):.3f}')
print(f'  H2 across/along ratio = {trans_ratio:.3f}')
print(f'  k with that ratio = {dielectric(volume*(1+2*trans_ratio)/3):.3f}')
print('  vibrations: 1050 and 450 cm^-1, charge 1 e (rough)')
print(f'  reduced mass = {reduced_mass / const.atomic_mass:.2f} u')
print(f'  stretch, bend volumes = {stretch:.6f}, {bend:.6f} nm^3')
print(f'  polar bond fraction = {polar_fraction:.1f}')
print(f'  k with vibrations = {k_vibration:.3f}')
print(f'  applied field = {applied:.1f} MV/cm')
print(f'  local field = {local * 10:.3f} MV/cm')
print(f'  relative nonlinear change of alpha = {nonlinear:.2e}')
print(f'  lowest CI excitation = {levels[1] - levels[0]:.3f} eV')
print(f'  log10 thermal population, {temperature:.0f} K = {log_thermal:.1f}')
print(f'  neighbour coupling 2 alpha/r^3 = {2*volume*bonds_per_nm3:.3f}')
print('verified')
```

Output:

```
H2, bond length 1.4 bohr, STO-3G, atomic units
  D = 1.24847 a.u.
  J = 0.66356 a.u.
  K = 0.18126 a.u.
  mu = 0.93102 a.u.
  D+3K-J = 1.12868 a.u.
  alpha, formula = 3.07190 a.u.
  alpha, finite field = 3.07190 a.u.
  alpha, uncoupled = 2.77715 a.u.
  symmetry-breaking field = 0.05 a.u.
  alpha in that field, formula = 3.05006 a.u.
  alpha in that field, finite diff. = 3.05006 a.u.
  HF/aug-cc-pVDZ alpha along bond = 6.528 a.u.
  HF/aug-cc-pVDZ alpha across bond = 4.401 a.u.
Model bond of an organosilicate film
  d = 0.12 nm; t, U, V = 3.0, 12.0, 8.0 eV
  D, J, K = 14.000, 10.000, 2.000 eV
  mu = 0.0600 e nm; D+3K-J = 10.000 eV
  spin-polarization stiffness D-J-K = 2.000 eV
  alpha = 0.001440 e^2 nm^2/eV
  e^2/(4 pi eps0) = 1.43996 eV nm
  alpha volume along bond = 0.002074 nm^3
  the same = 13.993 a.u.
  uncoupled alpha volume = 0.001481 nm^3
  orientation average = 0.000691 nm^3
  bond density = 80 nm^-3
  electronic k = 1.904 (dimensionless)
  k from lattice dipole sum = 1.904 (dimensionless)
Neglected effects
  CI alpha / HF alpha = 0.8214
  k with CI alpha = 1.705
  A-B = 6.000 eV; resonance = 7.746 eV
  photon energy at 633 nm = 1.959 eV
  alpha(633 nm)/alpha(0) = 1.0683
  k at 633 nm = 1.986
  H2 across/along ratio = 0.674
  k with that ratio = 4.578
  vibrations: 1050 and 450 cm^-1, charge 1 e (rough)
  reduced mass = 10.19 u
  stretch, bend volumes = 0.000348, 0.001897 nm^3
  polar bond fraction = 0.5
  k with vibrations = 2.666
  applied field = 5.0 MV/cm
  local field = 6.507 MV/cm
  relative nonlinear change of alpha = -1.83e-05
  lowest CI excitation = 4.325 eV
  log10 thermal population, 400 K = -54.0
  neighbour coupling 2 alpha/r^3 = 0.332
verified
```
